# Local fields and the macroscopic dielectric constant in static RPA

A crystal responds to a smooth external potential with a density that varies within each unit cell, and the resulting short-wave potentials, the local fields, act back on the electrons. This problem derives their effect on the macroscopic dielectric constant of an insulator.

**Setting.** Atomic units are used in the algebra. The crystal has cell volume $\Omega$, $N$ cells with periodic boundary conditions, and $N$ Bloch vectors $\mathbf k$. Electrons move in a local effective potential without spin-orbit coupling or magnetic fields. Bands $i$ are doubly occupied, bands $a$ are empty, and a gap separates them. Orbitals are normalized over the volume $N\Omega$. Potentials are potential energies of an electron, and a perturbation of wave vector $\mathbf q$ is expanded as

$$U(\mathbf r)=\sum_{\mathbf G}U_{\mathbf G}\,e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}+\text{c.c.},$$

and likewise the induced density, with coefficients $n_{\mathbf G}$. The set of $\mathbf G$ vectors is finite, as in any computation. In the random-phase approximation (RPA) the electrons respond as independent particles to the external potential plus the induced Hartree potential:

$$n_{\mathbf G}=\sum_{\mathbf G'}\chi^0_{\mathbf{GG}'}U^{\rm tot}_{\mathbf G'},\qquad U^{\rm tot}_{\mathbf G}=U^{\rm ext}_{\mathbf G}+v_{\mathbf G}n_{\mathbf G},\qquad v_{\mathbf G}=\frac{4\pi}{|\mathbf q+\mathbf G|^2}.$$

## (a) Which matrix element is macroscopic?

*Let the external potential have the $\mathbf G=0$ component alone. Express the macroscopic dielectric constant through the response matrix, and bring that matrix to Hermitian form.*

**Solution.** Inserting the density into the total potential gives

$$\tilde\varepsilon\,U^{\rm tot}=U^{\rm ext},\qquad \tilde\varepsilon=1-v\chi^0,$$

where $v$ is the diagonal matrix of the $v_{\mathbf G}$. For $q\to0$ the factor $e^{i\mathbf q\cdot\mathbf r}$ is constant over one cell, so averaging over a cell removes every component with $\mathbf G\ne0$. The macroscopic dielectric constant is the ratio of the external potential to the averaged total potential. Since $U^{\rm tot}_0=[\tilde\varepsilon^{-1}]_{00}U^{\rm ext}_0$,

$$\varepsilon_M(\hat{\mathbf q})=\lim_{q\to0}\frac{1}{[\tilde\varepsilon^{-1}]_{00}}.$$

This differs in general from $\tilde\varepsilon_{00}$. Using $\tilde\varepsilon_{00}$ would mean setting $U^{\rm tot}_{\mathbf G}=0$ for $\mathbf G\neq0$, that is, neglecting local fields.

Now define

$$\varepsilon=1-v^{1/2}\chi^0v^{1/2}.$$

Then $v^{1/2}\varepsilon v^{-1/2}=1-v\chi^0=\tilde\varepsilon$, hence $\tilde\varepsilon^{-1}=v^{1/2}\varepsilon^{-1}v^{-1/2}$. In the 00 element the factors $v_0^{1/2}$ and $v_0^{-1/2}$ cancel, so $[\tilde\varepsilon^{-1}]_{00}=[\varepsilon^{-1}]_{00}$. Part (b) shows that $\chi^0$, and with it $\varepsilon$, is Hermitian.

## (b) The sign of the static response

*Derive $\chi^0$ by first-order perturbation theory and find a lower bound for the eigenvalues of $\varepsilon$.*

**Solution.** Write the perturbation as $U^++U^-$, with $U^+=\sum_{\mathbf G}U_{\mathbf G}e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}$ and $U^-=(U^+)^\dagger$. Mixing among occupied orbitals does not change the occupied space, so only empty states matter:

$$|\delta i\mathbf k\rangle=\sum_a\frac{|a,\mathbf k+\mathbf q\rangle\langle a,\mathbf k+\mathbf q|U^+|i\mathbf k\rangle}{E_{i\mathbf k}-E_{a,\mathbf k+\mathbf q}}+\sum_a\frac{|a,\mathbf k-\mathbf q\rangle\langle a,\mathbf k-\mathbf q|U^-|i\mathbf k\rangle}{E_{i\mathbf k}-E_{a,\mathbf k-\mathbf q}}.$$

The density change is $\delta n=2\sum_{i\mathbf k}(\psi_{i\mathbf k}^*\delta\psi_{i\mathbf k}+\text{c.c.})$, with the 2 from spin. Its coefficient is $n_{\mathbf G}=(N\Omega)^{-1}\int e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}\delta n\,d^3r$. Define

$$\rho_{\mathbf G}=\langle i\mathbf k|e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}|a,\mathbf k+\mathbf q\rangle,\qquad \Delta=E_{a,\mathbf k+\mathbf q}-E_{i\mathbf k}>0.$$

The first sum, inserted in $\psi^*\delta\psi$, contributes $-\rho_{\mathbf G}\rho^*_{\mathbf G'}/\Delta$ per transition to the coefficient of $U_{\mathbf G'}$. The second sum enters through the complex conjugate and contributes

$$-\frac{\langle a,\mathbf k-\mathbf q|e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}|i\mathbf k\rangle\langle i\mathbf k|e^{i(\mathbf q+\mathbf G')\cdot\mathbf r}|a,\mathbf k-\mathbf q\rangle}{E_{a,\mathbf k-\mathbf q}-E_{i\mathbf k}}.$$

Time reversal allows $\psi_{n,-\mathbf k}=\psi^*_{n\mathbf k}$ with equal energies. The first factor is then $\langle i,-\mathbf k|e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}|a,-\mathbf k+\mathbf q\rangle$, which is $\rho_{\mathbf G}$ at $-\mathbf k$; the second is $\rho^*_{\mathbf G'}$ at $-\mathbf k$. Summed over $\mathbf k$, both contributions are equal. With $t=(i,a,\mathbf k)$ numbering the transitions,

$$\chi^0_{\mathbf{GG}'}=-\frac{4}{N\Omega}\sum_t\frac{\rho_{\mathbf G}\rho^*_{\mathbf G'}}{\Delta_t}.$$

This matrix is Hermitian. For any vector $x$,

$$x^\dagger(\varepsilon-1)x=\frac{4}{N\Omega}\sum_t\frac{1}{\Delta_t}\Big|\sum_{\mathbf G}x^*_{\mathbf G}v^{1/2}_{\mathbf G}\rho_{\mathbf G}\Big|^2\ge0.$$

All eigenvalues of $\varepsilon$ are therefore at least 1, written $\varepsilon\ge1$, and $\varepsilon$ is invertible. Every transition adds a non-negative term, because each denominator has the same sign. This is a statement about the matrix, not about each point in the cell: in the crystal of part (g) the total field exceeds the external field between the wells along the field direction, although its cell average is screened.

## (c) The long-wave limit

*The Coulomb factor $v_0=4\pi/q^2$ diverges for $q\to0$. Show that $\varepsilon$ nevertheless has finite elements, and find how they depend on the direction $\hat{\mathbf q}$.*

**Solution.** Let $u_{n\mathbf k}$ be the periodic part of the orbital and $\hat H_{\mathbf k}=\tfrac12(\mathbf p+\mathbf k)^2+V(\mathbf r)$ its Hamiltonian. Because $V$ is local,

$$\hat H_{\mathbf k+\mathbf q}-\hat H_{\mathbf k}=\mathbf q\cdot(\mathbf p+\mathbf k)+\tfrac12q^2 .$$

Take this operator between $\langle u_{i\mathbf k}|$ and $|u_{a,\mathbf k+\mathbf q}\rangle$. Letting $\hat H_{\mathbf k+\mathbf q}$ act to the right and $\hat H_{\mathbf k}$ to the left gives

$$\Delta\,\langle u_{i\mathbf k}|u_{a,\mathbf k+\mathbf q}\rangle=\langle u_{i\mathbf k}|\mathbf q\cdot(\mathbf p+\mathbf k)+\tfrac12q^2|u_{a,\mathbf k+\mathbf q}\rangle .$$

The overlap on the left is $\rho_0$. To first order in $q$ the state on the right may be taken at $\mathbf k$. There the terms with the numbers $\mathbf q\cdot\mathbf k$ and $q^2/2$ vanish by orthogonality, and

$$\frac{\rho_0}{q}\to\hat{\mathbf q}\cdot\mathbf d_t,\qquad \mathbf d_t=\frac{\langle i\mathbf k|\mathbf p|a\mathbf k\rangle}{\Delta_t}.$$

The factor $1/q$ in $v_0^{1/2}=\sqrt{4\pi}/q$ is thus compensated. For $\mathbf G\ne0$, $v^{1/2}_{\mathbf G}\to\sqrt{4\pi}/|\mathbf G|$. With $g_{\mathbf G,t}=\rho_{\mathbf G}/|\mathbf G|$ at $q=0$, the limits are built from

$$\mathsf H_{\alpha\beta}=\delta_{\alpha\beta}+\frac{16\pi}{N\Omega}\sum_t\frac{d_{\alpha t}d^*_{\beta t}}{\Delta_t},\qquad \mathsf W_{\alpha\mathbf G}=\frac{16\pi}{N\Omega}\sum_t\frac{d_{\alpha t}g^*_{\mathbf G,t}}{\Delta_t},$$

$$B_{\mathbf{GG}'}=\delta_{\mathbf{GG}'}+\frac{16\pi}{N\Omega}\sum_t\frac{g_{\mathbf G,t}g^*_{\mathbf G',t}}{\Delta_t}.$$

The dielectric matrix then consists of the head $h$, the wing column $w$ and the body $B$:

$$\varepsilon=\begin{pmatrix}h&w^\dagger\\ w&B\end{pmatrix},\qquad h=\hat{\mathbf q}\cdot\mathsf H\,\hat{\mathbf q},\qquad w=\mathsf W^\dagger\hat{\mathbf q}.$$

The direction enters through head and wings; the body does not depend on it. The gap is essential. In a metal, transitions within a partly filled band have $\Delta\to0$ as $q\to0$, and these limits do not apply.

## (d) Eliminating the short-wave components

*Express $\varepsilon_M$ through $h$, $w$ and $B$.*

**Solution.** Let $\varphi=v^{-1/2}U^{\rm tot}$. From $\tilde\varepsilon=v^{1/2}\varepsilon v^{-1/2}$ it follows that $\varepsilon\varphi=v^{-1/2}U^{\rm ext}$, whose right-hand side has only a $\mathbf G=0$ component. The problem is linear, so scale it to $\varphi_0=1$, call the other components $y$, and call the remaining source $s$:

$$\begin{pmatrix}h&w^\dagger\\ w&B\end{pmatrix}\begin{pmatrix}1\\y\end{pmatrix}=\begin{pmatrix}s\\0\end{pmatrix}.$$

Choosing vectors with $x_0=0$ in part (b) shows $B\ge1$, so $B^{-1}$ exists. The lower rows, $w+By=0$, give the local fields

$$y=-B^{-1}w .$$

The upper row then gives $s=h+w^\dagger y=h-w^\dagger B^{-1}w$. Multiplying the block equation by $\varepsilon^{-1}$ and reading its first row gives $1=[\varepsilon^{-1}]_{00}\,s$. By part (a), $s$ is the macroscopic constant:

$$\boxed{\;\varepsilon_M=h-w^\dagger B^{-1}w\;}$$

This is the Schur complement of the body. The elimination holds at every finite $q$ with the blocks at that $q$. The blocks have finite limits and $B\ge1$ keeps the inverse bounded, so the limit $q\to0$ may be taken block by block. Inserting part (c),

$$\varepsilon_M(\hat{\mathbf q})=\hat{\mathbf q}\cdot\left(\mathsf H-\mathsf W B^{-1}\mathsf W^\dagger\right)\hat{\mathbf q},$$

so the macroscopic response is an ordinary $3\times3$ tensor, although the inverse matrix was taken for one direction at a time.

## (e) Can local fields raise the dielectric constant?

*Compare $\varepsilon_M$ with the head at fixed orbitals and energies. Find when the two are equal, and find a lower bound for $\varepsilon_M$.*

**Solution.** The eigenvalues of $B$ are finite and at least 1, so those of $B^{-1}$ are positive. Hence $w^\dagger B^{-1}w\ge0$, with equality if and only if $w=0$.

For the lower bound, multiply the block equation of part (d) from the left by $(1,y^\dagger)$. The right-hand side becomes $s=\varepsilon_M$, and $\varepsilon\ge1$ gives

$$\varepsilon_M=\begin{pmatrix}1&y^\dagger\end{pmatrix}\varepsilon\begin{pmatrix}1\\y\end{pmatrix}\ge1+y^\dagger y\ge1 .$$

Altogether,

$$1\le\varepsilon_M\le h .$$

Static RPA local fields therefore never raise the dielectric constant, and they lower it strictly whenever a wing element is nonzero. The wings come from the inhomogeneity: in a homogeneous medium $\chi^0$ at finite $q$ is diagonal in $\mathbf G$, the wings vanish, and $1/[\varepsilon^{-1}]_{00}$ equals the head. Such a medium lies outside the present setting, since electrons in a constant potential have no gap and the limits of part (c) do not apply.

A variational form shows what happens physically. For an arbitrary trial vector $z$ in place of $y$, completing the square gives

$$\begin{pmatrix}1&z^\dagger\end{pmatrix}\varepsilon\begin{pmatrix}1\\z\end{pmatrix}=h+w^\dagger z+z^\dagger w+z^\dagger Bz=\varepsilon_M+(z+B^{-1}w)^\dagger B\,(z+B^{-1}w).$$

The last term is non-negative and vanishes at $z=-B^{-1}w$, so $\varepsilon_M$ is the minimum over all short-wave potentials. The choice $z=0$ returns the head. At the minimum the form equals the external potential needed per unit of macroscopic total potential. Any other $z$ can be maintained only by an external potential with short-wave components: for $z=0$ the source is the column $(h,w)$. Letting the local fields develop lowers the macroscopic source from $h$ to $\varepsilon_M$. A larger set of $\mathbf G$ vectors gives the minimization more freedom, so at fixed orbitals and energies $\varepsilon_M$ can only fall or stay the same when the set is enlarged.

The inequality compares two results from the same $\chi^0$. It does not rank calculations with different orbitals or gaps. An exchange-correlation kernel would add a term to the Coulomb interaction whose sign this proof does not control.

## (f) How far does "static" reach?

*Let the potential oscillate as $e^{-i\omega t}$. For which frequencies does the argument survive?*

**Solution.** In the first sum of part (b) the oscillation adds $\omega$ to the energy of the initial state, so $-1/\Delta$ becomes $1/(\omega-\Delta)$. The second sum, which enters through its complex conjugate, acquires $-1/(\omega+\Delta)$. Time reversal pairs the two as before:

$$\frac1{\omega-\Delta}-\frac1{\omega+\Delta}=-\frac{2\Delta}{\Delta^2-\omega^2}.$$

The static sum was $-2/\Delta$. Frequency thus replaces the weight $1/\Delta_t$ by $\Delta_t/(\Delta_t^2-\omega^2)$, while the matrix elements stay the same.

For real $\omega$ below the smallest transition energy all weights remain positive. On the imaginary axis, $\omega=i\eta$, they are $\Delta_t/(\Delta_t^2+\eta^2)>0$. In both regions $\varepsilon\ge1$, and parts (d) and (e) apply unchanged. Above the absorption threshold some weights are negative, or complex once a broadening is included. Then $B$ need not be positive, and the sign of the correction is no longer fixed. Part (g) gives a case where it is reversed.

## (g) A crystal in numbers

*A tetragonal crystal with $a=4$ Å and $c=5$ Å has one attractive Gaussian well per cell, 25 eV deep and 1 Å wide (standard deviation), and two electrons per cell. The sum of the wells is the complete effective potential. Find $\varepsilon_M$ along $z$ with the pair $\mathbf G=\pm(001)$ alone, then with many $\mathbf G$ vectors, and examine the $x$ direction.*

**Solution.** Plane waves up to 60 eV and a $6\times6\times6$ mesh of $\mathbf k$ points give a gap of 5.25 eV between the filled band and the empty bands on the mesh, so the derivation applies to this discrete model. The gap of the infinite crystal can be smaller, because the band edges may lie between the mesh points.

**The pair by hand.** The well is centred at the origin, so the Hamiltonian matrix in plane waves is real, and all blocks can be taken real. Inversion maps $\mathbf k$ to $-\mathbf k$, reverses $\mathbf p$ and exchanges $\rho_{\mathbf G}$ with $\rho_{-\mathbf G}$. Summed over $\mathbf k$, this makes the two wing elements opposite, $w_1$ and $-w_1$, and the two diagonal body elements equal. With diagonal element $b$ and off-diagonal element $c_{12}$,

$$\begin{pmatrix}b&c_{12}\\c_{12}&b\end{pmatrix}\begin{pmatrix}1\\-1\end{pmatrix}=(b-c_{12})\begin{pmatrix}1\\-1\end{pmatrix},\qquad w^\dagger B^{-1}w=\frac{2w_1^2}{b-c_{12}} .$$

The computed elements are $w_1=0.3363$, $b=1.2901$ and $c_{12}=-0.1715$, so

$$\frac{2\,(0.3363)^2}{1.2901+0.1715}=\frac{0.2262}{1.4616}=0.1548 .$$

The head along $z$ is 1.5372, and this pair lowers the constant to $1.5372-0.1548=1.3824$.

**More $\mathbf G$ vectors.** The values on the same mesh are:

| Number of $\mathbf G\ne0$ | $\varepsilon_M$ along $x$ | $\varepsilon_M$ along $z$ |
|---:|---:|---:|
| 0 | 1.690 | 1.537 |
| 2 | 1.690 | 1.382 |
| 6 | 1.560 | 1.382 |
| 18 | 1.496 | 1.347 |
| 40 | 1.482 | 1.332 |
| 82 | 1.479 | 1.330 |

No entry rises down a column, as part (e) requires. The two plateaus follow from reflection symmetry. Under $x\to-x$ the momentum $p_x$ is odd, while the plane waves $\pm(001)$ are unchanged. Their wings for the $x$ direction cancel in the sum over $\mathbf k$, so the first pair has no effect there: this is the case $w=0$. The step from 2 to 6 vectors adds $\pm(100)$ and $\pm(010)$, which are unchanged under $z\to-z$. The local field driven along $z$ is odd under this reflection. The added waves therefore have no wing for $z$ and do not couple to that field through the body.

With 82 vectors,

$$\varepsilon_{M,x}=1.690-0.211=1.479,\qquad \varepsilon_{M,z}=1.537-0.207=1.330 .$$

Local fields remove $0.211/0.690$, about 31 percent, of the head's excess over 1 along $x$, and $0.207/0.537$, about 39 percent, along $z$. A $4\times4\times4$ mesh gives 1.471 along $x$ and 1.330 along $z$, so 1.48 and 1.33 are reasonable figures for this model. The third decimal belongs to the chosen plane-wave cutoff: raising it from 60 to 150 eV increases the heads by about 0.002, the values with 82 vectors by about 0.001, and the gap by about 0.01 eV.

**A check without matrix inversion.** A supercell four cells long along $x$ was exposed to a weak cosine potential with $q=0.393$ Å$^{-1}$, and its Hartree response was iterated to self-consistency. On a $4\times2\times2$ mesh the ratio of external to total potential at $\mathbf q$ is 1.4205. The inverse dielectric matrix gives the same value, while the head at this $q$ is 1.6242.

**Finite frequency.** On the $4\times4\times4$ mesh the smallest direct gap is 6.12 eV. The difference $\varepsilon_M-h$ along $x$ is $-0.299$ at the real frequency 3.06 eV and $-0.108$ at the imaginary frequency 5 eV, negative as part (f) demands. These numbers belong to this mesh: on an $8\times8\times8$ mesh the smallest direct gap is 5.71 eV and the first difference is $-0.303$. At 6.5 eV with a broadening of 0.5 eV its real part is $+1.50$. This value belongs to a coarse mesh and is not a converged spectrum, but it shows for this discrete model that the static inequality cannot be carried over to frequencies above threshold.

## Computed values

```
cell a, c: 4.0, 5.0 angstrom
well depth: 25.0 eV; width: 1.0 angstrom
plane-wave cutoff: 60 eV
response cutoff: 60 eV; nonzero G: 82
band gap on 6x6x6 mesh: 5.254 eV
smallest direct gap, 6x6x6: 5.820 eV
dielectric constants below are dimensionless
x: head, 6x6x6: 1.69003
x: wing.body^-1.wing: 0.21060
x: eps_M, 6x6x6: 1.47943
x: eps_M, 4x4x4: 1.47070
x: reduction of (head-1): 30.52 percent
z: head, 6x6x6: 1.53717
z: wing.body^-1.wing: 0.20691
z: eps_M, 6x6x6: 1.33026
z: eps_M, 4x4x4: 1.33027
z: reduction of (head-1): 38.52 percent
G cutoff (eV), number of G, eps_M x, eps_M z (6x6x6):
     0    0 1.69003 1.53717
     7    2 1.69003 1.38240
    10    6 1.56041 1.38240
    20   18 1.49586 1.34666
    40   40 1.48227 1.33165
    60   82 1.47943 1.33026
pair +-(001), z: wing w at +(001): 0.33632
pair: body diagonal b: 1.29012; off-diagonal c: -0.17149
pair: reduction 2w^2/(b-c): 0.15477
pair: eps_M z: 1.38240
numerical minimum, z: 1.33026
small q: 0.00189 1/angstrom, 4x4x4 mesh
  x: direct 1.470701, k.p tensor 1.470701
  z: direct 1.330266, k.p tensor 1.330267
  x+z: direct 1.400484, k.p tensor 1.400484
supercell q: 0.3927 1/angstrom, 4x2x2 mesh
  head at this q: 1.624184
  1/[eps^-1]_00 from matrix: 1.420483
  same from self-consistent supercell: 1.420483
  largest short-wave part: 0.04250
  largest deviation of any component: 2.8e-09
eps_M - head along x at frequency (4x4x4):
  real, 3.059 eV: -0.29886
  imaginary, 5 eV: -0.10777
  real 6.5 eV, broadening 0.5 eV: real part 1.49527
  smallest direct gap, 4x4x4: 6.117 eV
```
